# Type-A and type-B NiSi2/Si(111) interfaces: coordination and neighbour shells: a program that tests the result

```python
"""Sevenfold NiSi2/Si(111) interfaces, type A (common cube axes) and type B
(silicon turned by 180 degrees about the normal).
Result under test: all first shells agree; the shortest distance that differs
is Ni-Si, 5a/(4 sqrt 3), the third shell of interface Ni in type B, while the
third shell in type A is sqrt(11) a/4.
Symbols: a lattice constant, d = a/sqrt(3) spacing of fcc (111) planes.
Cubic coordinates are integers in units a/12, so a squared distance is an
integer N with r = a sqrt(N)/12. The coordinate sum s gives height s d/12."""
from collections import Counter
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

AXIS_SITE = np.array([6, 6, 0])      # first silicon atom, on the rotation axis
N_MAX = 324                        # distances up to 1.5 a
HEIGHTS = [-15, -12, -9, -3, 0, 3, 12, 15, 24, 27]


def build(kind, half_width):
    """Cut the crystals in cubic coordinates and join them."""
    g = np.arange(-half_width, half_width + 1)
    p = np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1).T
    fcc = 6 * p[p.sum(1) % 2 == 0]
    plus, minus = fcc + 3, fcc - 3
    ni = fcc[fcc.sum(1) <= 0]
    si_silicide = np.vstack([plus[plus.sum(1) <= -3],
                             minus[minus.sum(1) <= 3]])
    silicon = np.vstack([fcc[fcc.sum(1) >= 12], minus[minus.sum(1) >= 15]])
    if kind == "B":
        v = silicon - AXIS_SITE
        silicon = AXIS_SITE + (2 * v.sum(1) // 3)[:, None] - v
    pos = np.vstack([ni, si_silicide, silicon])
    species = np.array(["Ni"] * len(ni)
                       + ["Si"] * (len(si_silicide) + len(silicon)))
    return pos, species


def site_at(pos, s):
    layer = pos[pos.sum(1) == s]
    return layer[np.argmin(((layer - AXIS_SITE) ** 2).sum(1))]


def profile(pos, species, site):
    n2 = ((pos - site) ** 2).sum(1)
    keep = (n2 > 0) & (n2 <= N_MAX)
    return Counter(zip(species[keep].tolist(), n2[keep].tolist()))


def first_shell_shape(pos, species, site):
    """Species and all mutual distances of the nearest neighbours."""
    n2 = ((pos - site) ** 2).sum(1)
    near = np.where(n2 == n2[n2 > 0].min())[0]
    pairs = [(*sorted((str(species[i]), str(species[j]))),
              int(((pos[i] - pos[j]) ** 2).sum()))
             for i in near for j in near if i < j]
    return (int(n2[n2 > 0].min()), sorted(species[near].tolist()),
            sorted(pairs))


def letter_profile(kind, s):
    """Separate construction: triangular layers with stacking letters."""
    layers = []
    for n in range(-6, 1):
        layers += [("Ni", 12 * n, n), ("Si", 12 * n + 3, n + 1),
                   ("Si", 12 * n - 3, n - 1)]
    sense = 1 if kind == "A" else -1
    for m in range(1, 7):
        layers += [("Si", 12 * m, 1 + sense * (m - 1)),
                   ("Si", 12 * m + 3, 1 + sense * m)]
    own = [letter for _, h, letter in layers if h == s][0]
    a1 = np.array([1.0, 0.0]) / np.sqrt(2)
    a2 = np.array([0.5, np.sqrt(3) / 2]) / np.sqrt(2)
    grid = np.array([i * a1 + j * a2 for i in range(-6, 7)
                     for j in range(-6, 7)])
    out = Counter()
    for name, h, letter in layers:
        lateral = grid + ((letter - own) % 3) * (a1 + a2) / 3
        n2 = 144 * (lateral ** 2).sum(1) + (h - s) ** 2 / 3
        for value in np.rint(n2).astype(int).tolist():
            if 0 < value <= N_MAX:
                out[(name, value)] += 1
    return out


crystal = {k: build(k, 8) for k in "AB"}
larger = {k: build(k, 10) for k in "AB"}
profiles, count_shift = {}, 0
for k in "AB":
    for s in HEIGHTS:
        pos, species = crystal[k]
        profiles[k, s] = profile(pos, species, site_at(pos, s))
        big = profile(*larger[k], site_at(larger[k][0], s))
        keys = set(big) | set(profiles[k, s])
        count_shift = max(count_shift, max(abs(big[q] - profiles[k, s][q])
                                          for q in keys))
        assert profiles[k, s] == letter_profile(k, s)
assert count_shift == 0

# First shells: same number, species, lengths and angles in both types.
shapes = {}
for s in HEIGHTS:
    shapes[s] = first_shell_shape(*crystal["A"], site_at(crystal["A"][0], s))
    other = first_shell_shape(*crystal["B"], site_at(crystal["B"][0], s))
    assert shapes[s] == other and shapes[s][0] == 27
assert shapes[0][1] == ["Si"] * 7 and shapes[-12][1] == ["Si"] * 8
assert sorted(shapes[3][1]) == ["Ni"] * 3 + ["Si"]
assert shapes[12][1] == ["Si"] * 4

# First differing distance of each site against the normal-distance rule.
first_difference = {}
for s in HEIGHTS:
    pa, pb = profiles["A", s], profiles["B", s]
    changed = [q[1] for q in set(pa) | set(pb) if pa[q] != pb[q]]
    first_difference[s] = min(changed) if changed else None
    pos = crystal["A"][0]
    offset = pos[pos.sum(1) == 12] - site_at(pos, s)
    on_axis = bool(np.any(np.ptp(offset, axis=1) == 0))
    rule = (15 - s) ** 2 / 3 if s <= 3 else s ** 2 / 3
    assert first_difference[s] == (None if on_axis else rule)
assert min(v for v in first_difference.values() if v) == 75


def shells(k, s):
    return sorted({q[1] for q in profiles[k, s]})


assert shells("A", 0)[:3] == [27, 72, 99]
assert shells("B", 0)[:4] == [27, 72, 75, 99]
assert shells("B", 15).index(75) == 2
assert np.isclose(np.sqrt(75) / 12, 5 / (4 * np.sqrt(3)))
assert np.isclose(np.sqrt(99) / 12, np.sqrt(11) / 4)
assert profiles["B", 0]["Si", 75] == 1
assert profiles["A", 0]["Si", 99] - profiles["B", 0]["Si", 99] == 3

# Torsion about the interface Si-Si bond and the resulting end distance.
ni_atom, si_end = np.array([0, 0, 0]), np.array([3, 3, -3])
smallest_torsion = {}
for k in "AB":
    pos = crystal[k][0]
    ends = pos[(pos.sum(1) == 15) & (((pos - AXIS_SITE) ** 2).sum(1) == 27)]
    assert len(ends) == 3
    angles = []
    for end in ends:
        b1, b2, b3 = si_end - ni_atom, AXIS_SITE - si_end, end - AXIS_SITE
        n1, n2 = np.cross(b1, b2), np.cross(b2, b3)
        cos_phi = n1 @ n2 / np.sqrt((n1 @ n1) * (n2 @ n2))
        cos_theta = -(b1 @ b2) / 27
        assert np.isclose(cos_theta, -(b2 @ b3) / 27)
        formula = 27 * ((1 - 2 * cos_theta) ** 2
                        + 2 * (1 - cos_theta ** 2) * (1 - cos_phi))
        assert np.isclose(formula, ((end - ni_atom) ** 2).sum())
        angles.append(np.degrees(np.arccos(np.clip(cos_phi, -1, 1))))
    smallest_torsion[k] = min(angles)
bond_angle = np.degrees(np.arccos(cos_theta))
assert np.isclose(smallest_torsion["A"], 60)
assert abs(smallest_torsion["B"]) < 1e-5

# Rough example values.
a_nm, misfit, poisson = 0.54, 0.005, 0.3
debye_K, temperature_K = 500.0, 300.0
mass_si, mass_ni = 28.1, 58.7
d_nm = a_nm / np.sqrt(3)


def nm(n2):
    return a_nm * np.sqrt(n2) / 12


# Misfit strain: zero normal stress, isotropic elasticity.
compliance = (1 + poisson) * np.eye(3) - poisson * np.ones((3, 3))
stiffness = np.linalg.inv(compliance)
strain_plane = 1 / (1 - misfit) - 1
strain_normal = -(stiffness[2, 0] + stiffness[2, 1]) * strain_plane \
    / stiffness[2, 2]
assert np.isclose(strain_normal, -2 * poisson / (1 - poisson) * strain_plane)
normal_factor = (1 - misfit) * (1 + strain_normal)


def ni_distances(factor, shift):
    """Type B distances (nm) from interface Ni after strain and rigid shift."""
    pos = crystal["B"][0]
    s = pos.sum(1)
    move = np.where(s <= 3, (s - 3) / 12 * d_nm * (factor - 1), shift)
    xyz = pos * a_nm / 12 + move[:, None] * np.ones(3) / np.sqrt(3)
    origin = np.where((pos == 0).all(1))[0][0]
    r, ideal = np.linalg.norm(xyz - xyz[origin], axis=1), (pos ** 2).sum(1)
    return r[ideal == 72], r[ideal == 75][0]


def shell_gap(factor, shift):
    second, eclipsed = ni_distances(factor, shift)
    return eclipsed - second.max()


ideal_gap = shell_gap(1.0, 0.0)
second_strained, eclipsed_strained = ni_distances(normal_factor, 0.0)
strained_gap = shell_gap(normal_factor, 0.0)
assert strained_gap > 0
merge_shift = -brentq(lambda x: shell_gap(1.0, x), -0.02, 0.0)
assert np.isclose(merge_shift, a_nm * (5 / (4 * np.sqrt(3)) - 1 / np.sqrt(2)))

# Thermal motion, Debye spectrum, one Cartesian component.
omega_D = const.k * debye_K / const.hbar
x_D = debye_K / temperature_K


def mean_square(mass):
    integral = quad(lambda y: 0.5 * y / np.tanh(x_D * y / 2), 1e-10, 1)[0]
    return 3 * const.hbar / (mass * const.atomic_mass * omega_D) * integral


y = (np.arange(200) + 0.5) / 200
level = np.arange(12000)
weight = np.exp(-x_D * y[:, None] * level)
mean_level = (weight * (level + 0.5)).sum(1) / weight.sum(1)
by_levels = 3 * const.hbar / (mass_si * const.atomic_mass * omega_D) \
    * np.mean(y * mean_level)
assert np.isclose(by_levels, mean_square(mass_si), rtol=1e-4)
rms_si = 1e9 * np.sqrt(mean_square(mass_si))
rms_ni = 1e9 * np.sqrt(mean_square(mass_ni))
rms_pair = np.hypot(rms_si, rms_ni)
type_difference = nm(99) - nm(75)
assert ideal_gap < rms_pair < type_difference

print(f"Lattice constant a (rough input): {a_nm:.2f} nm")
print(f"Plane spacing d: {d_nm:.4f} nm")
print(f"Nearest-neighbour distance, both types: {nm(27):.4f} nm")
print("First shells, identical in A and B (height in d: neighbours)")
for s in HEIGHTS:
    c = Counter(shapes[s][1])
    name = "Ni" if s in (-12, 0) else "Si"
    print(f"  {name} at {s / 12:+.2f} d: {c['Ni']} Ni + {c['Si']} Si")
print("Shells of interface Ni")
for k in "AB":
    for i, n2 in enumerate([q for q in shells(k, 0) if q <= 99], 1):
        p = profiles[k, 0]
        print(f"  type {k} shell {i}: r = {nm(n2):.4f} nm = "
              f"{np.sqrt(n2) / 12:.4f} a, {p['Ni', n2]} Ni + "
              f"{p['Si', n2]} Si")
print("First distance that differs between A and B, by site")
for s in HEIGHTS:
    v = first_difference[s]
    text = f"{nm(v):.4f} nm" if v else f"none up to {nm(N_MAX):.2f} nm"
    print(f"  site at {s / 12:+.2f} d: {text}")
print(f"Largest count change in larger cluster: {count_shift} atoms")
print(f"Bond angle in the Ni-Si-Si-Si chain: {bond_angle:.2f} degrees")
for k in "AB":
    print(f"Smallest torsion, type {k}: {smallest_torsion[k]:.1f} degrees")
print(f"Third-shell difference, A minus B: {type_difference:.4f} nm")
print(f"Gap between shells 2 and 3, type B: {ideal_gap:.4f} nm")
print(f"Misfit (rough input): {100 * misfit:.2f} %")
print(f"Poisson ratio (rough input): {poisson:.2f} (no unit)")
print(f"Silicide normal spacing / d: {normal_factor:.4f} (no unit)")
print(f"Strained shell 2, type B: {second_strained.min():.4f} to "
      f"{second_strained.max():.4f} nm")
print(f"Strained shell 3, type B: {eclipsed_strained:.4f} nm")
print(f"Strained gap between shells 2 and 3: {strained_gap:.4f} nm")
print(f"Inward shift that merges shells 2 and 3: {merge_shift:.4f} nm")
print(f"Temperature: {temperature_K:.0f} K")
print(f"Debye temperature (rough input): {debye_K:.0f} K")
print(f"Thermal rms per axis: Si {rms_si:.4f} nm, Ni {rms_ni:.4f} nm")
print(f"Uncorrelated rms of Ni-Si distance: {rms_pair:.4f} nm")
print(f"A-B difference / thermal rms: {type_difference / rms_pair:.1f}")
print("success")
```

Running it gives:

```
Lattice constant a (rough input): 0.54 nm
Plane spacing d: 0.3118 nm
Nearest-neighbour distance, both types: 0.2338 nm
First shells, identical in A and B (height in d: neighbours)
  Si at -1.25 d: 4 Ni + 0 Si
  Ni at -1.00 d: 0 Ni + 8 Si
  Si at -0.75 d: 4 Ni + 0 Si
  Si at -0.25 d: 4 Ni + 0 Si
  Ni at +0.00 d: 0 Ni + 7 Si
  Si at +0.25 d: 3 Ni + 1 Si
  Si at +1.00 d: 0 Ni + 4 Si
  Si at +1.25 d: 0 Ni + 4 Si
  Si at +2.00 d: 0 Ni + 4 Si
  Si at +2.25 d: 0 Ni + 4 Si
Shells of interface Ni
  type A shell 1: r = 0.2338 nm = 0.4330 a, 0 Ni + 7 Si
  type A shell 2: r = 0.3818 nm = 0.7071 a, 9 Ni + 3 Si
  type A shell 3: r = 0.4477 nm = 0.8292 a, 0 Ni + 18 Si
  type B shell 1: r = 0.2338 nm = 0.4330 a, 0 Ni + 7 Si
  type B shell 2: r = 0.3818 nm = 0.7071 a, 9 Ni + 3 Si
  type B shell 3: r = 0.3897 nm = 0.7217 a, 0 Ni + 1 Si
  type B shell 4: r = 0.4477 nm = 0.8292 a, 0 Ni + 15 Si
First distance that differs between A and B, by site
  site at -1.25 d: none up to 0.81 nm
  site at -1.00 d: 0.7015 nm
  site at -0.75 d: 0.6235 nm
  site at -0.25 d: 0.4677 nm
  site at +0.00 d: 0.3897 nm
  site at +0.25 d: none up to 0.81 nm
  site at +1.00 d: none up to 0.81 nm
  site at +1.25 d: 0.3897 nm
  site at +2.00 d: 0.6235 nm
  site at +2.25 d: 0.7015 nm
Largest count change in larger cluster: 0 atoms
Bond angle in the Ni-Si-Si-Si chain: 109.47 degrees
Smallest torsion, type A: 60.0 degrees
Smallest torsion, type B: 0.0 degrees
Third-shell difference, A minus B: 0.0580 nm
Gap between shells 2 and 3, type B: 0.0079 nm
Misfit (rough input): 0.50 %
Poisson ratio (rough input): 0.30 (no unit)
Silicide normal spacing / d: 0.9907 (no unit)
Strained shell 2, type B: 0.3795 to 0.3818 nm
Strained shell 3, type B: 0.3890 nm
Strained gap between shells 2 and 3: 0.0072 nm
Inward shift that merges shells 2 and 3: 0.0079 nm
Temperature: 300 K
Debye temperature (rough input): 500 K
Thermal rms per axis: Si 0.0082 nm, Ni 0.0057 nm
Uncorrelated rms of Ni-Si distance: 0.0099 nm
A-B difference / thermal rms: 5.8
success
```
